# Threshold energy of direct Auger recombination in isotropic bands: a program that tests the result

```python
"""Threshold of direct electron-electron-hole Auger recombination.

Result under test: for isotropic parabolic bands of equal mass m and gap Eg,
both edges at k = 0, the least total kinetic energy K of the two electrons
and the hole is Eg/2, and the ejected electron has kinetic energy 1.5 Eg.

Reduced variables: energies in units of Eg; wavevectors x = hbar k/sqrt(2 m Eg),
so a parabolic carrier has energy w = x^2. Dispersions are functions of w.
The ejected electron has the summed wavevector of both electrons and the hole.
s measures band bending: e (1 + s e) = w.
"""
import numpy as np
import sympy as sp
from scipy.optimize import minimize
from scipy.constants import hbar, m_e, e as charge, k as boltzmann

rng = np.random.default_rng(7)


def parabolic(w):
    return w


def bent(s):
    return lambda w: (np.sqrt(1 + 4 * s * w) - 1) / (2 * s)


def search_3d(electron, hole, starts=24):
    """Least K over all nine wavevector components; no symmetry assumed."""
    def kinetic(v):
        a = v.reshape(3, 3)
        w = np.sum(a**2, axis=1)
        return electron(w[0]) + electron(w[1]) + hole(w[2])

    def surplus(v):
        total = v.reshape(3, 3).sum(axis=0)
        return electron(total @ total) - 1 - kinetic(v)

    best = None
    for _ in range(starts):
        r = minimize(kinetic, 0.8 * rng.normal(size=9), method="SLSQP",
                     constraints={"type": "ineq", "fun": surplus},
                     options={"ftol": 1e-12, "maxiter": 400})
        if np.all(np.isfinite(r.x)) and surplus(r.x) > -1e-7:
            if best is None or r.fun < best[0]:
                best = (r.fun, r.x.reshape(3, 3))
    assert best is not None
    return best


def collinear_grid(electron, hole):
    """Equal electrons q and hole p on one line: kinetic energy and surplus."""
    q = np.linspace(0, 2, 401)[:, None]
    p = np.linspace(0, 4, 801)[None, :]
    kinetic = 2 * electron(q**2) + hole(p**2)
    return q, p, kinetic, electron((2 * q + p)**2) - 1 - kinetic


def search_line(electron, hole):
    """Grid search over the collinear family, then local refinement."""
    q, p, kinetic, surplus = collinear_grid(electron, hole)
    allowed = np.where(surplus >= 0, kinetic, np.inf)
    i, j = np.unravel_index(np.argmin(allowed), allowed.shape)
    assert np.isfinite(allowed[i, j])

    def energy(v):
        return 2 * electron(v[0]**2) + hole(v[1]**2)

    def balance(v):
        return electron((2 * v[0] + v[1])**2) - 1 - energy(v)

    r = minimize(energy, [q[i, 0], p[0, j]], method="SLSQP",
                 bounds=[(0, 2), (0, 4)],
                 constraints={"type": "ineq", "fun": balance},
                 options={"ftol": 1e-12, "maxiter": 400})
    assert abs(balance(r.x)) < 1e-6
    assert r.fun <= allowed[i, j] + 1e-6
    assert 0 < r.x[0] < 2 and 0 < r.x[1] < 4
    return r.fun, r.x


# Symbolic identity behind the bound, for one Cartesian component.
a, b, c = sp.symbols("a b c", real=True)
assert sp.expand(3 * (a**2 + b**2 + c**2) - (a + b + c)**2
                 - (a - b)**2 - (a - c)**2 - (b - c)**2) == 0

# Full search for the equal-mass parabolic minimum.
K_equal, vectors = search_3d(parabolic, parabolic)
ejected_equal = np.sum(vectors.sum(axis=0)**2)
assert abs(K_equal - 0.5) < 1e-5
assert abs(ejected_equal - 1.5) < 1e-5
spread = np.max(np.abs(vectors - vectors.mean(axis=0)))
assert spread < 1e-2  # flat minimum: vectors converge slower than energy

# Random allowed events: rescale each random triple to conserve energy.
triples = rng.normal(size=(300000, 3, 3))
own = np.sum(triples**2, axis=(1, 2))
joint = np.sum(triples.sum(axis=1)**2, axis=1)
ok = joint > own
K_samples = own[ok] / (joint[ok] - own[ok])
assert K_samples.min() >= 0.5 - 1e-12

# Rough germanium values: zone-centre electrons and light holes.
gap = 0.80          # eV, direct gap near 300 K
gap_cold = 0.89     # eV, direct gap near 0 K
mass = 0.04         # m0, electron and light hole
mass_heavy = 0.30   # m0, heavy hole
light_range = (0.040, 0.046)  # m0, light hole along two directions
valley_drop = 0.14  # eV, L edge below zone-centre edge
mass_L = 0.55       # m0, density-of-states mass of all L valleys
lattice = 0.566     # nm
temperature = 300.0  # K


def wavevector(energy_eV, m_rel):
    return np.sqrt(2 * m_rel * m_e * energy_eV * charge) / hbar


def mass_formula(mc, mv):
    return mc / (mc + mv)


# Bookkeeping in SI with the valence state itself, not the hole.
k_each = wavevector(gap / 6, mass)
scale = hbar**2 / (2 * mass * m_e * charge)
k_valence = -k_each
conduction = gap + scale * k_each**2
valence = -scale * k_valence**2
final_from_energy = 2 * conduction - valence - gap
final_from_momentum = scale * (2 * k_each - k_valence)**2
assert abs(final_from_energy - final_from_momentum) < 1e-10
assert abs(final_from_momentum / gap - ejected_equal) < 1e-5

# Unequal masses: formula against the full search.
ratio = mass / mass_heavy
K_heavy, v_heavy = search_3d(parabolic, lambda w: ratio * w)
assert abs(K_heavy - mass_formula(mass, mass_heavy)) < 1e-5
E_heavy = np.sum(v_heavy.sum(axis=0)**2)
assert abs(E_heavy - (2 * mass + mass_heavy) / (mass + mass_heavy)) < 1e-5

# Bent bands: closed form against numerical minimization.
bent_results = []
for s in (0.1, 0.3, 0.5):
    K_line, _ = search_line(bent(s), bent(s))
    assert abs(K_line - (1 + s) / (2 * (1 - s))) < 1e-5
    bent_results.append((s, K_line))
K_full, _ = search_3d(bent(0.3), bent(0.3))
assert abs(K_full - bent_results[1][1]) < 1e-4

# Two coupled bands give s = 1, and then no event conserves both quantities.
for x in (0.2, 1.0, 3.0):
    upper = np.linalg.eigvalsh([[0.5, x], [x, -0.5]])[1] - 0.5
    assert abs(upper - bent(1.0)(x**2)) < 1e-12
pure = bent(1.0)
best_balance = collinear_grid(pure, pure)[3].max()
assert best_balance < 0
wide = 3 * rng.normal(size=(200000, 3, 3))
initial = pure(np.sum(wide**2, axis=2)).sum(axis=1)
final = pure(np.sum(wide.sum(axis=1)**2, axis=1))
assert np.max(final - 1 - initial) < 0


# The free-electron term raises both bands by mass * w.
def electron_free(w):
    return pure(w) + mass * w


def hole_free(w):
    return pure(w) - mass * w


K_free, x_free = search_line(electron_free, hole_free)
k_unit = wavevector(gap, mass) * 1e-9
k_free_out = k_unit * (2 * x_free[0] + x_free[1])

# Heavy hole with two-band electrons, by two searches.
K_mixed, _ = search_line(pure, lambda w: ratio * w)
K_mixed_3d, _ = search_3d(pure, lambda w: ratio * w)
assert abs(K_mixed - K_mixed_3d) < 1e-4

# Numbers for the example.
K_eV = K_equal * gap
kT = boltzmann * temperature / charge
zone_edge = np.sqrt(3) * np.pi / lattice
k_out = 3 * k_each * 1e-9
assert k_out < zone_edge and k_free_out < zone_edge
weight = (mass / mass_L)**1.5 * np.exp(-valley_drop / kT)
fraction = weight / (1 + weight)
k_fermi = wavevector(valley_drop + gap / 6, mass_L)
density = k_fermi**3 / (3 * np.pi**2) * 1e-6
speed = hbar * k_each / (mass * m_e) * 100

print(f"Rough input: direct gap at 300 K = {gap:.2f} eV")
print(f"Rough input: direct gap near 0 K = {gap_cold:.2f} eV")
print(f"Rough input: electron and light-hole mass = {mass:.2f} m0")
print(f"Rough input: heavy-hole mass = {mass_heavy:.2f} m0")
print(f"Rough input: light-hole range = {light_range[0]:.3f}"
      f" to {light_range[1]:.3f} m0")
print(f"Rough input: L edge below zone-centre edge = {valley_drop:.2f} eV")
print(f"Rough input: L density-of-states mass = {mass_L:.2f} m0")
print(f"Rough input: lattice constant = {lattice:.3f} nm")
print(f"Temperature = {temperature:.0f} K, kT = {kT:.5f} eV")
print(f"Full search: least K / Eg = {K_equal:.5f}")
print(f"Full search: ejected energy / Eg = {ejected_equal:.5f}")
print(f"Random events allowed = {ok.sum()}")
print(f"Random events: smallest K / Eg = {K_samples.min():.4f}")
print(f"Threshold K = {K_eV:.4f} eV")
print(f"Kinetic energy of each carrier = {K_eV / 3:.4f} eV")
print(f"Ejected electron kinetic energy = {final_from_momentum:.4f} eV")
print(f"Wavevector of each carrier = {k_each * 1e-9:.4f} 1/nm")
print(f"Wavevector of ejected electron = {k_out:.4f} 1/nm")
print(f"Distance from zone centre to L = {zone_edge:.2f} 1/nm")
print(f"Velocity of each initial carrier = {speed:.3e} cm/s")
print(f"K / kT = {K_eV / kT:.2f}")
print(f"exp(-K/kT) = {np.exp(-K_eV / kT):.2e}")
print(f"Threshold K with the cold gap = {K_equal * gap_cold:.4f} eV")
for m_light in light_range:
    print(f"Threshold K, light-hole mass {m_light:.3f} m0 ="
          f" {gap * mass_formula(mass, m_light):.4f} eV")
print(f"Heavy hole, parabolic: K = {K_heavy * gap:.4f} eV")
print(f"Heavy hole, parabolic: ejected energy = {E_heavy * gap:.4f} eV")
print(f"Heavy hole, two-band electrons: K = {K_mixed * gap:.4f} eV")
for s, value in bent_results:
    print(f"Bent bands, s = {s:.1f}: K / Eg = {value:.4f}")
print(f"Pure two-band model: best energy balance on the grid ="
      f" {best_balance * gap:.4f} eV (negative: not allowed)")
print(f"Two-band plus free term: electron mass = {mass/(1+mass):.4f} m0")
print(f"Two-band plus free term: hole mass = {mass/(1-mass):.4f} m0")
print(f"Two-band plus free term: K = {K_free * gap:.3f} eV")
print(f"Two-band plus free term: ejected energy = {(1+K_free)*gap:.3f} eV")
print(f"Two-band plus free term: ejected wavevector = {k_free_out:.2f} 1/nm")
print(f"Fraction of electrons at zone centre = {fraction:.2e}")
print(f"L electron density filling up to threshold = {density:.2e} cm^-3")
print("no test failed")
```

Output:

```
Rough input: direct gap at 300 K = 0.80 eV
Rough input: direct gap near 0 K = 0.89 eV
Rough input: electron and light-hole mass = 0.04 m0
Rough input: heavy-hole mass = 0.30 m0
Rough input: light-hole range = 0.040 to 0.046 m0
Rough input: L edge below zone-centre edge = 0.14 eV
Rough input: L density-of-states mass = 0.55 m0
Rough input: lattice constant = 0.566 nm
Temperature = 300 K, kT = 0.02585 eV
Full search: least K / Eg = 0.50000
Full search: ejected energy / Eg = 1.50000
Random events allowed = 136175
Random events: smallest K / Eg = 0.5089
Threshold K = 0.4000 eV
Kinetic energy of each carrier = 0.1333 eV
Ejected electron kinetic energy = 1.2000 eV
Wavevector of each carrier = 0.3741 1/nm
Wavevector of ejected electron = 1.1224 1/nm
Distance from zone centre to L = 9.61 1/nm
Velocity of each initial carrier = 1.083e+08 cm/s
K / kT = 15.47
exp(-K/kT) = 1.91e-07
Threshold K with the cold gap = 0.4450 eV
Threshold K, light-hole mass 0.040 m0 = 0.4000 eV
Threshold K, light-hole mass 0.046 m0 = 0.3721 eV
Heavy hole, parabolic: K = 0.0941 eV
Heavy hole, parabolic: ejected energy = 0.8941 eV
Heavy hole, two-band electrons: K = 0.2560 eV
Bent bands, s = 0.1: K / Eg = 0.6111
Bent bands, s = 0.3: K / Eg = 0.9286
Bent bands, s = 0.5: K / Eg = 1.5000
Pure two-band model: best energy balance on the grid = -0.1109 eV (negative: not allowed)
Two-band plus free term: electron mass = 0.0385 m0
Two-band plus free term: hole mass = 0.0417 m0
Two-band plus free term: K = 1.343 eV
Two-band plus free term: ejected energy = 2.143 eV
Two-band plus free term: ejected wavevector = 2.58 1/nm
Fraction of electrons at zone centre = 8.72e-05
L electron density filling up to threshold = 2.65e+20 cm^-3
no test failed
```
